# Mean thickness and apparent nucleation delay of random hemispherical islands: a numerical check

```python
# Result under test: equal hemispheres of radius r, centred at Poisson random
# points of density n on a plane, form a film of mean thickness
#     h(r) = r - D(a r)/a,   a = sqrt(pi n),   D = Dawson's function.
# Growth adds g per cycle along the film normal, so r = g * cycles.
# Lengths are in angstrom. The lag is r - h. The apparent delay is where the
# steepest tangent of thickness against cycles meets zero thickness.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import dawsn

density = 1.0e-4          # islands per square angstrom
growth = 0.5              # angstrom per cycle
a = np.sqrt(np.pi * density)
bohr = constants.physical_constants["Bohr radius"][0] / constants.angstrom


def thickness(r):
    return r - dawsn(a * r) / a


def area_ratio(r):
    return 2 * a * r * dawsn(a * r)


def coverage(r):
    return 1 - np.exp(-(a * r) ** 2)


def lag_by_quadrature(r):
    """Integral over height of the probability that a point is not covered."""
    return quad(lambda z: np.exp(-np.pi * density * (r * r - z * z)),
                0, r, epsabs=1e-11, epsrel=1e-11, limit=300)[0]


print(f"island density: {density:.1e} per square angstrom")
print(f"steady growth per cycle: {growth:.2f} angstrom")
print(f"a: {a:.6f} per angstrom; 1/a: {1 / a:.3f} angstrom")

# Random islands in a periodic box, with no use of the void probability.
rng = np.random.default_rng(2718)
box = np.sqrt(200 / density)
sample_cycles = [100, 200, 300]
replicates, probes = 300, 400
data = np.zeros((replicates, len(sample_cycles), 3))
nearest_square = np.zeros(replicates)


def squared_distances(points, centres):
    delta = points[:, None, :] - centres[None, :, :]
    delta -= box * np.round(delta / box)
    return (delta ** 2).sum(axis=2)


for k in range(replicates):
    count = rng.poisson(density * box ** 2)
    centres = rng.uniform(0, box, (count, 2))
    d2 = squared_distances(rng.uniform(0, box, (probes, 2)), centres)
    nearest_square[k] = d2.min(axis=1).mean()
    for j, cycles in enumerate(sample_cycles):
        r = growth * cycles
        height = np.sqrt(np.clip(r * r - d2, 0, None)).max(axis=1)
        # One uniformly distributed surface point on every hemisphere.
        z = r * rng.uniform(size=count)
        angle = rng.uniform(0, 2 * np.pi, count)
        side = np.sqrt(r * r - z * z)
        shift = np.column_stack((side * np.cos(angle), side * np.sin(angle)))
        s2 = squared_distances(centres + shift, centres) + z[:, None] ** 2
        np.fill_diagonal(s2, np.inf)
        exposed = np.count_nonzero(s2.min(axis=1) > r * r)
        data[k, j] = (height.mean(), (height > 0).mean(),
                      2 * np.pi * r * r * exposed / box ** 2)


def compare(label, samples, expected, unit):
    mean = samples.mean()
    error = samples.std(ddof=1) / np.sqrt(len(samples))
    print(f"{label}: simulated {mean:.4f} +/- {error:.4f}, "
          f"formula {expected:.4f} {unit}")
    assert error < 0.02 * mean
    assert abs(mean - expected) < 4 * error   # four standard errors


print(f"simulation: {replicates} boxes of side {box:.1f} angstrom")
for j, cycles in enumerate(sample_cycles):
    r = growth * cycles
    compare(f"{cycles} cycles, thickness", data[:, j, 0], thickness(r),
            "angstrom")
    compare(f"{cycles} cycles, coverage", data[:, j, 1], coverage(r),
            "(fraction)")
    compare(f"{cycles} cycles, exposed area per substrate area",
            data[:, j, 2], area_ratio(r), "(ratio)")
compare("mean square distance to nearest centre", nearest_square,
        1 / (np.pi * density), "square angstrom")

# Dawson form and its derivative against direct quadrature.
print("cycles | radius | coverage | thickness | lag | growth per cycle")
print("(lengths in angstrom, coverage as a fraction)")
for cycles in [50, 100, 150, 200, 300, 400, 2000]:
    r = growth * cycles
    numeric = r - lag_by_quadrature(r)
    assert abs(numeric - thickness(r)) < 1e-7
    step = 0.01
    slope = (2 * step - lag_by_quadrature(r + step)
             + lag_by_quadrature(r - step)) / (2 * step)
    assert abs(slope - area_ratio(r)) < 1e-6
    print(f"{cycles:5d} | {r:7.1f} | {coverage(r):.4f} | {thickness(r):.3f}"
          f" | {r - thickness(r):.3f} | {growth * area_ratio(r):.4f}")

# Early and late expansions; tolerances exceed the next omitted terms.
r = 0.1 / a
early = 2 * a**2 * r**3 / 3 - 4 * a**4 * r**5 / 15
assert abs((r - lag_by_quadrature(r)) / early - 1) < 2e-5
r = 10 / a
late = 1 / (2 * a**2 * r) + 1 / (4 * a**4 * r**3)
assert abs(lag_by_quadrature(r) / late - 1) < 1e-4
r = growth * 2000
print(f"leading late lag at 2000 cycles: {1 / (2 * a**2 * r):.4f} angstrom")

# Peaks and apparent delay: derived conditions against a cycle-by-cycle curve.
x_lag = brentq(lambda x: 2 * x * dawsn(x) - 1, 0.5, 1.4)
x_rate = brentq(lambda x: (2 * x * x - 1) * dawsn(x) - x, 1.1, 2.0)
peak_lag = 1 / (2 * a * x_lag)
peak_rate = growth * 2 * x_rate**2 / (2 * x_rate**2 - 1)
delay_length = 1 / (a * x_rate)
cycle_numbers = np.arange(401)
lags = np.array([lag_by_quadrature(growth * c) for c in cycle_numbers])
curve = growth * cycle_numbers - lags
assert abs(np.argmax(lags) - x_lag / (a * growth)) <= 1
assert abs(lags.max() - peak_lag) < 1e-3     # peak falls between cycles
increments = np.diff(curve)
steepest = int(np.argmax(increments))
assert abs(steepest + 0.5 - x_rate / (a * growth)) <= 1
assert abs(increments[steepest] - peak_rate) < 1e-4
middle = (curve[steepest] + curve[steepest + 1]) / 2
numeric_delay = steepest + 0.5 - middle / increments[steepest]
assert abs(numeric_delay - delay_length / growth) < 0.05

print(f"peak lag at a*r = {x_lag:.5f} (dimensionless)")
print(f"peak lag: radius {x_lag / a:.3f} angstrom, "
      f"{x_lag / (a * growth):.2f} cycles")
print(f"peak lag value: {peak_lag:.3f} angstrom")
print(f"peak growth at a*r = {x_rate:.5f} (dimensionless)")
print(f"peak growth: radius {x_rate / a:.3f} angstrom, "
      f"{x_rate / (a * growth):.2f} cycles")
print(f"thickness at peak growth: {thickness(x_rate / a):.3f} angstrom")
print(f"peak growth per cycle: {peak_rate:.4f} angstrom")
print(f"peak growth over steady growth: {peak_rate / growth:.4f} (ratio)")
print(f"apparent delay: {delay_length / growth:.2f} cycles")
print(f"apparent delay from computed curve: {numeric_delay:.2f} cycles")
print(f"apparent delay as a length: {delay_length:.3f} angstrom = "
      f"{delay_length / bohr:.3f} bohr")

# Square lattice of the same density, islands just touching.
spacing = 1 / np.sqrt(density)
r = spacing / 2
grid = ((np.arange(1000) + 0.5) / 1000 - 0.5) * spacing
lattice_d2 = grid[:, None] ** 2 + grid[None, :] ** 2
lattice = np.sqrt(np.clip(r * r - lattice_d2, 0, None)).mean()
separate = 2 * np.pi * density * r**3 / 3
assert abs(lattice - separate) < 0.01        # grid error at island edges
assert lattice - (r - lag_by_quadrature(r)) > 5
print(f"square lattice: spacing {spacing:.1f}, radius {r:.1f} angstrom")
print(f"square lattice thickness: {lattice:.3f} angstrom")
print(f"separate-island thickness: {separate:.3f} angstrom")
print(f"random-island thickness: {thickness(r):.3f} angstrom")
main = thickness(growth * 100)
print(f"thickness after 100 cycles: {main:.3f} angstrom = "
      f"{main / bohr:.3f} bohr")
print("checks complete")
```

Printed output:

```
island density: 1.0e-04 per square angstrom
steady growth per cycle: 0.50 angstrom
a: 0.017725 per angstrom; 1/a: 56.419 angstrom
simulation: 300 boxes of side 1414.2 angstrom
100 cycles, thickness: simulated 19.6558 +/- 0.0872, formula 19.5197 angstrom
100 cycles, coverage: simulated 0.5468 +/- 0.0023, formula 0.5441 (fraction)
100 cycles, exposed area per substrate area: simulated 0.9615 +/- 0.0040, formula 0.9576 (ratio)
200 cycles, thickness: simulated 80.2174 +/- 0.1383, formula 80.0452 angstrom
200 cycles, coverage: simulated 0.9578 +/- 0.0010, formula 0.9568 (fraction)
200 cycles, exposed area per substrate area: simulated 1.2581 +/- 0.0095, formula 1.2538 (ratio)
300 cycles, thickness: simulated 138.4370 +/- 0.0828, formula 138.3611 angstrom
300 cycles, coverage: simulated 0.9992 +/- 0.0001, formula 0.9991 (fraction)
300 cycles, exposed area per substrate area: simulated 1.0907 +/- 0.0153, formula 1.0969 (ratio)
mean square distance to nearest centre: simulated 3163.1747 +/- 19.4400, formula 3183.0989 square angstrom
cycles | radius | coverage | thickness | lag | growth per cycle
(lengths in angstrom, coverage as a fraction)
   50 |    25.0 | 0.1783 | 3.029 | 21.971 | 0.1726
  100 |    50.0 | 0.5441 | 19.520 | 30.480 | 0.4788
  150 |    75.0 | 0.8292 | 48.159 | 26.841 | 0.6324
  200 |   100.0 | 0.9568 | 80.045 | 19.955 | 0.6269
  300 |   150.0 | 0.9991 | 138.361 | 11.639 | 0.5485
  400 |   200.0 | 1.0000 | 191.677 | 8.323 | 0.5230
 2000 |  1000.0 | 1.0000 | 998.406 | 1.594 | 0.5008
leading late lag at 2000 cycles: 1.5915 angstrom
peak lag at a*r = 0.92414 (dimensionless)
peak lag: radius 52.139 angstrom, 104.28 cycles
peak lag value: 30.525 angstrom
peak growth at a*r = 1.50198 (dimensionless)
peak growth: radius 84.740 angstrom, 169.48 cycles
thickness at peak growth: 60.610 angstrom
peak growth per cycle: 0.6424 angstrom
peak growth over steady growth: 1.2847 (ratio)
apparent delay: 75.13 cycles
apparent delay from computed curve: 75.13 cycles
apparent delay as a length: 37.563 angstrom = 70.984 bohr
square lattice: spacing 100.0, radius 50.0 angstrom
square lattice thickness: 26.180 angstrom
separate-island thickness: 26.180 angstrom
random-island thickness: 19.520 angstrom
thickness after 100 cycles: 19.520 angstrom = 36.887 bohr
checks complete
```
